# Why drain bias raises injection velocity in a degenerate parabolic ballistic channel: verification in Python

```python
"""
Ballistic injection at the top of a transistor barrier, at fixed sheet density N.
Result under test: drain bias empties the drain-filled (left-moving) states, so
the source Fermi level must rise relative to the barrier top; the mean velocity
v_plus of source-filled carriers then rises if the gas is degenerate AND the
forward velocity grows with energy (gain between 1 and sqrt(2), parabolic band).
Symbols: eta = (source Fermi level - barrier top)/kT, u = q*V_drain/kT,
N2 = m*kT/(pi*hbar^2), nu = N/N2, v_T = sqrt(2kT/(pi*m)),
F0, Fhalf = normalized Fermi-Dirac integrals of order 0 and 1/2.
"""
import numpy as np
import mpmath as mp
from scipy.constants import hbar, k as k_B, e as q, m_e
from scipy.optimize import brentq
from scipy.special import expit

T = 300.0
kT = k_B * T
mass = 0.20 * m_e
N2 = mass * kT / (np.pi * hbar**2)
v_T = np.sqrt(2 * kT / (np.pi * mass))
N = 5e16                      # m^-2
nu = N / N2
nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (nodes + 1) / 2, weights / 2      # interval 0..1


def F0(eta):
    return np.logaddexp(0.0, eta)


def Fhalf(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    t = top * nodes
    return 4 / np.sqrt(np.pi) * top * np.sum(weights * t**2 * expit(eta - t**2))


def v_plus(eta):
    return v_T * Fhalf(eta) / F0(eta)


def eta_source(nu_value, u):
    """Closed-form source Fermi level at fixed density."""
    w = np.exp(-u)
    root = np.sqrt((1 - w)**2 + 4 * w * np.exp(2 * nu_value))
    return np.log(2 * np.expm1(2 * nu_value) / (1 + w + root))


def half_plane(energy, k_top, eta):
    """Direct k-space sums over right-moving states: density, mean v_x,
    and covariance of v_x with (1 - occupation)."""
    kx, ky = np.meshgrid(k_top * nodes, k_top * nodes, indexing="ij")
    area = np.outer(weights, weights) * k_top**2 * 2      # both signs of ky
    h = 1e-6 * k_top
    vx = (energy(kx + h, ky) - energy(kx - h, ky)) / (2 * h * hbar)
    f = expit(eta - energy(kx, ky) / kT)
    total = np.sum(area * f)

    def mean(x):
        return np.sum(area * f * x) / total
    cov = mean(vx * (1 - f)) - mean(vx) * mean(1 - f)
    return 2 * total / (2 * np.pi)**2, mean(vx), cov


def parabolic(kx, ky):
    return hbar**2 * (kx**2 + ky**2) / (2 * mass)


def parabolic_sums(eta):
    k_top = np.sqrt(2 * mass * kT * (max(eta, 0.0) + 40)) / hbar
    return half_plane(parabolic, k_top, eta)


# Fermi integral against the polylogarithm
for eta in (-3.0, 1.0, 6.0):
    ref = float(mp.re(-mp.polylog(mp.mpf(3) / 2, -mp.exp(eta))))
    assert abs(Fhalf(eta) / ref - 1) < 1e-8

# density, velocity and covariance law against direct k-space sums
for eta in (-4.0, 0.0, 3.0, 8.0):
    dens, vel, cov = parabolic_sums(eta)
    slope = (v_plus(eta + 1e-3) - v_plus(eta - 1e-3)) / 2e-3
    assert abs(dens / (N2 * F0(eta) / 2) - 1) < 1e-6
    assert abs(vel / v_plus(eta) - 1) < 1e-6
    assert abs(cov - slope) < 1e-5 * v_T and cov > 0

# closed-form Fermi level conserves the k-space charge; bias derivative
for u in (0.0, 1.0, 4.0, 19.0):
    es = eta_source(nu, u)
    charge = parabolic_sums(es)[0] + parabolic_sums(es - u)[0]
    assert abs(charge / N - 1) < 1e-6
    fs, fd = expit(es), expit(es - u)
    d_eta = (eta_source(nu, u + 1e-4) - eta_source(nu, u - 1e-4)) / 2e-4
    assert abs(d_eta - fd / (fs + fd)) < 1e-6


def end_points(nu_value):
    low = brentq(lambda x: F0(x) - nu_value, -30, 60)
    high = brentq(lambda x: F0(x) - 2 * nu_value, -30, 60)
    return low, high, v_plus(high) / v_plus(low)


# Fermi-level rise and gain: all fillings, then the two limits
gains = []
for n in np.geomspace(0.01, 20, 25):
    low, high, gain = end_points(n)
    assert abs(high - low - np.log(1 + np.exp(n))) < 1e-8
    gains.append(gain)
assert np.all(np.diff(gains) > 0) and 1 < gains[0] and gains[-1] < np.sqrt(2)
dilute = (end_points(0.01)[2] - 1) / 0.01
assert abs(dilute / ((2 - np.sqrt(2)) / 4) - 1) < 0.02   # next order in nu
degen = np.sqrt(2) * (1 - 3 * np.pi**2 / (32 * 20**2))
assert abs(end_points(20)[2] - degen) < 5e-5            # next order in 1/nu

# strongly degenerate gas: Fermi level climbs by half the bias, then stops
assert abs(eta_source(100, 80) - 140) < 1e-6
assert abs(eta_source(100, 300) - 200) < 1e-6
v_cold = 4 / (3 * np.pi) * np.sqrt(2 * 30 * kT / mass)
v_cold_corrected = v_cold * (1 + np.pi**2 / (8 * 30**2))
assert abs(parabolic_sums(30.0)[1] / v_cold_corrected - 1) < 1e-5

# linear band: filling does not change the injection velocity
v_F = 1e6
for eta in (0.0, 3.0, 8.0):
    k_top = (eta + 40) * kT / (hbar * v_F)
    vel = half_plane(lambda a, b: hbar * v_F * np.hypot(a, b), k_top, eta)[1]
    assert abs(vel / (2 * v_F / np.pi) - 1) < 1e-4

print(f"mass {mass/m_e:.2f} m0, T {T:.0f} K, kT/q {kT/q*1e3:.2f} mV")
print(f"N2 {N2/1e4:.4e} cm^-2, v_T {v_T/1e5:.4f} 1e7 cm/s")
print(f"N {N/1e4:.2e} cm^-2, nu = N/N2 {nu:.4f}")
print("Bias sweep at fixed N (velocities in 1e7 cm/s, current in mA/um):")
print("V_D[V] eta_S  E_F-barrier[meV] drain share[%]  v_plus  v_avg  I/W")
previous = 0.0
for V in (0.0, 0.025, 0.05, 0.1, 0.2, 0.5):
    u = q * V / kT
    es = eta_source(nu, u)
    ed = es - u
    share = F0(ed) / (F0(es) + F0(ed))
    vp = v_plus(es)
    v_avg = vp * (1 - Fhalf(ed) / Fhalf(es)) / (1 + F0(ed) / F0(es))
    # net flux from separate k-space sums
    ns, vs, _ = parabolic_sums(es)
    nd, vd, _ = parabolic_sums(ed)
    assert abs((ns * vs - nd * vd) / N - v_avg) < 1e-5 * v_T
    assert vp > previous
    previous = vp
    print(f"{V:5.3f} {es:7.4f} {es*kT/q*1e3:9.2f} {100*share:13.3f}"
          f" {vp/1e5:12.4f} {v_avg/1e5:7.4f} {q*N*v_avg*1e-3:7.4f}")

low, high, gain = end_points(nu)
print(f"Full emptying: eta {low:.4f} -> {high:.4f}, rise {high-low:.4f}")
print(f"barrier drop {(high-low)*kT/q*1e3:.2f} meV, velocity gain {gain:.4f}")
print(f"N left if barrier were frozen {N2*F0(low)/2/1e4:.3e} cm^-2")
E0 = N * np.pi * hbar**2 / mass
v0 = 4 / (3 * np.pi) * np.sqrt(2 * E0 / mass)
print(f"Zero temperature: E0 {E0/q*1e3:.2f} meV, full at V_D {2*E0/q:.4f} V")
print(f"v_plus at T=0: {v0/1e5:.4f} -> {np.sqrt(2)*v0/1e5:.4f} 1e7 cm/s")

print("Density sweep, drain states full -> empty (v in 1e7 cm/s):")
print("N[cm^-2]  nu  eta_low  eta_high  rise  v_low  v_high  gain")
for dens in (1e14, 1e15, 1e16, 5e16, 1e17):
    a, b, g = end_points(dens / N2)
    print(f"{dens/1e4:.0e} {dens/N2:8.4f} {a:8.4f} {b:8.4f} {b-a:7.4f}"
          f" {v_plus(a)/1e5:7.4f} {v_plus(b)/1e5:7.4f} {g:7.4f}")

# finite insulator capacitance: fixed gate voltage versus fixed charge
C_ins = 3e-2                  # F/m^2
V_high = 0.5
u_high = q * V_high / kT


def density(eta, u):
    return N2 / 2 * (F0(eta) + F0(eta - u))


def eta_at_gate(gate, u):
    return brentq(lambda x: q * density(x, u) / C_ins + kT * x / q - gate,
                  -40, 60)


eta_start = eta_source(nu, 0.0)
gate0 = q * N / C_ins + kT * eta_start / q
eta_fixed_gate = eta_at_gate(gate0, u_high)
N_fixed_gate = density(eta_fixed_gate, u_high)
extra = kT / q * (eta_source(nu, u_high) - eta_start)
assert abs(density(eta_at_gate(gate0 + extra, u_high), u_high) / N - 1) < 1e-8
gain_gate = v_plus(eta_fixed_gate) / v_plus(eta_start)
assert N_fixed_gate < N and 1 < gain_gate < gain
print(f"Gate: C {C_ins*100:.1f} uF/cm^2, V_D {V_high:.1f} V")
print(f"extra gate voltage that keeps N {extra*1e3:.2f} mV")
print(f"at fixed gate voltage: N {N_fixed_gate/1e4:.3e} cm^-2,"
      f" eta {eta_fixed_gate:.4f}")
print(f"  v_plus {v_plus(eta_fixed_gate)/1e5:.4f} 1e7 cm/s,"
      f" gain {gain_gate:.4f}")

# counterexample: light valley plus heavy valley at higher energy
m_light, m_heavy, offset, N_two = 0.05 * m_e, 0.50 * m_e, 0.15 * q, 2e16


def valleys(eta):
    """Right-moving density and flux, and heavy-valley density share."""
    dens, flux = [], []
    for m, x in ((m_light, eta), (m_heavy, eta - offset / kT)):
        half = m * kT / (2 * np.pi * hbar**2)
        dens.append(half * F0(x))
        flux.append(half * np.sqrt(2 * kT / (np.pi * m)) * Fhalf(x))
    return sum(dens), sum(flux), dens[1] / sum(dens)


print(f"Two valleys: masses {m_light/m_e:.2f}, {m_heavy/m_e:.2f} m0,"
      f" offset {offset/q:.2f} eV, N {N_two/1e4:.0e} cm^-2")
two = []
for V in (0.0, V_high):
    u = q * V / kT
    x = brentq(lambda y: valleys(y)[0] + valleys(y - u)[0] - N_two, -40, 60)
    dens, flux, heavy = valleys(x)
    two.append((x, flux / dens, heavy))
    print(f"  V_D {V:.1f} V: eta {x:.4f}, v_plus {flux/dens/1e5:.4f} 1e7 cm/s,"
          f" heavy share {100*heavy:.2f} %")
assert two[1][0] > two[0][0] and two[1][2] > two[0][2]
assert two[1][1] < two[0][1]
print(f"  velocity ratio {two[1][1]/two[0][1]:.4f}")
print("OK")
```

Printed output:

```
mass 0.20 m0, T 300 K, kT/q 25.85 mV
N2 2.1598e+12 cm^-2, v_T 1.2030 1e7 cm/s
N 5.00e+12 cm^-2, nu = N/N2 2.3150
Bias sweep at fixed N (velocities in 1e7 cm/s, current in mA/um):
V_D[V] eta_S  E_F-barrier[meV] drain share[%]  v_plus  v_avg  I/W
0.000  2.2110     57.16        50.000       1.6328  0.0000  0.0000
0.025  2.6828     69.35        40.628       1.7147  0.3880  0.3109
0.050  3.1283     80.87        31.508       1.7938  0.7652  0.6130
0.100  3.9005    100.84        15.323       1.9319  1.4319  1.1471
0.200  4.5781    118.35         0.899       2.0518  2.0224  1.6201
0.500  4.6202    119.44         0.000       2.0591  2.0591  1.6495
Full emptying: eta 2.2110 -> 4.6202, rise 2.4092
barrier drop 62.28 meV, velocity gain 1.2611
N left if barrier were frozen 2.500e+12 cm^-2
Zero temperature: E0 59.85 meV, full at V_D 0.1197 V
v_plus at T=0: 1.3770 -> 1.9473 1e7 cm/s
Density sweep, drain states full -> empty (v in 1e7 cm/s):
N[cm^-2]  nu  eta_low  eta_high  rise  v_low  v_high  gain
1e+10   0.0046  -5.3729  -4.6774  0.6955  1.2039  1.2047  1.0007
1e+11   0.0463  -3.0494  -2.3328  0.7166  1.2112  1.2194  1.0068
1e+12   0.4630  -0.5296   0.4216  0.9512  1.2859  1.3710  1.0662
5e+12   2.3150   2.2110   4.6202  2.4092  1.6328  2.0591  1.2611
1e+13   4.6300   4.6202   9.2599  4.6397  2.0591  2.7940  1.3569
Gate: C 3.0 uF/cm^2, V_D 0.5 V
extra gate voltage that keeps N 62.28 mV
at fixed gate voltage: N 4.198e+12 cm^-2, eta 3.8670
  v_plus 1.9259 1e7 cm/s, gain 1.1795
Two valleys: masses 0.05, 0.50 m0, offset 0.15 eV, N 2e+12 cm^-2
  V_D 0.0 V: eta 3.0432, v_plus 3.0946 1e7 cm/s, heavy share 16.58 %
  V_D 0.5 V: eta 4.6509, v_plus 2.8913 1e7 cm/s, heavy share 37.09 %
  velocity ratio 0.9343
OK
```
